# Why thermal breakdown voltage rises less than proportionally with insulation thickness

## A slab at one temperature

Take a flat insulating slab of thickness $d$ that conducts heat so well that its whole volume is at one temperature. A fixed dc voltage $V$ is applied, and both faces are cooled equally. The algebra uses atomic units, $e=\hbar=k_B=1$. Let $u$ be the rise of temperature above the surroundings, expressed as an energy, and let the electrical conductivity grow with it as

$$\sigma(u)=\sigma_0\exp(au).$$

The field is $V/d$, so the heat made per unit volume is $\sigma V^2/d^2$, and per unit area of slab it is $\sigma V^2/d$. Each face removes $hu$ per unit area, with $h$ the cooling coefficient. In a steady state

$$\frac{\sigma_0 e^{au}V^2}{d}=2hu
\quad\Longrightarrow\quad
V^2=\frac{2hd}{\sigma_0}\,u\,e^{-au}.$$

The function $u e^{-au}$ has derivative $(1-au)e^{-au}$. It is therefore largest at $au=1$, and no steady state exists above

$$V_s=\sqrt{\frac{2hd}{a\sigma_0}}\;e^{-1/2}.$$

Above this voltage heating exceeds cooling at every temperature, and the slab runs away. Below it, a slab switched on cold warms up to the lower of two steady temperatures and stays there.

Doubling the thickness thus multiplies the breakdown voltage by $\sqrt2$, not by 2. At fixed field a thicker slab makes more heat per unit area, in proportion to $d$, but it still has two faces. Proportional growth of voltage would require heat removal per unit area to grow with $d$ as well. Surface-limited cooling is already enough to break proportionality.

## What conduction through the material adds

Now let the thermal conductivity $\kappa$ be finite. For weak heating $\sigma\approx\sigma_0$, and the heat source $q=\sigma_0V^2/d^2$ is uniform. Half the heat leaves through each face, so the face rise $u_s$ obeys $hu_s=qd/2$. Inside, $\kappa u''=-q$ with zero slope at the midplane gives a further rise $q(d/2)^2/(2\kappa)$ from face to midplane. Inserting $q$,

$$u_s=\frac{\sigma_0V^2}{2hd},\qquad
u_m-u_s=\frac{\sigma_0V^2}{8\kappa}.$$

This is the central comparison. At fixed voltage, extra thickness lowers the face rise as $1/d$, but leaves the internal rise unchanged: the weaker heating is cancelled by the longer path. The more the internal rise dominates, the smaller the thermal benefit of extra thickness. The ratio of internal to face rise is $hd/(4\kappa)=B/2$, where

$$B=\frac{hd}{2\kappa}$$

compares the resistance to heat flow of half the slab with that of one face.

## The full balance

Near breakdown the conductivity varies through the slab, so the field does too. Assume lateral uniformity, constant $h$, and a conductivity that depends only on temperature. A field that varies with depth implies some space charge; it is taken to leave the conductivity unchanged. Measure $x$ and the potential $\phi$ from the midplane. The current density $j>0$ is the same at every depth, and

$$\phi'=-\frac{j}{\sigma},\qquad
(\kappa u')'=-\frac{j^2}{\sigma}=j\phi'.$$

Both $u'$ and $\phi$ vanish at $x=0$, so one integration gives $\kappa u'=j\phi$. For $x>0$ both sides are negative: heat flows outward. Dividing by $\sigma$ and using $j/\sigma=-\phi'$,

$$\frac{\kappa}{\sigma}u'=-\phi\phi'.$$

Integrate from the midplane, where $u=u_m$, to the face, where $\phi=-V/2$. The right side gives $-V^2/8$, hence

$$V^2=8\int_{u_s}^{u_m}\frac{\kappa}{\sigma(u)}\,du .$$

Thickness does not appear. For given face and midplane temperatures, the voltage is the same for a thin and a thick slab, whatever the form of $\sigma(u)$.

For constant $\kappa$ and exponential conductivity, define $U^2=8\kappa/(a\sigma_0)$ and $m=e^{-au_m/2}$. Integrating from the midplane to an arbitrary depth gives

$$\frac{U^2}{8}\left(e^{-au}-m^2\right)=\frac{\phi^2}{2}
\quad\Longrightarrow\quad
e^{-au}=m^2+\frac{4\phi^2}{U^2}.$$

The current follows from $j\,dx=-\sigma\,d\phi$. With $\psi=-\phi$,

$$\frac{jd}{2}=\int_0^{V/2}\frac{\sigma_0\,d\psi}{m^2+4\psi^2/U^2}
=\frac{\sigma_0U}{2m}\arctan\frac{V}{mU}.$$

Call the arctangent $\beta$, which lies between 0 and $\pi/2$. Then $V=mU\tan\beta$ and $jd=\sigma_0U\beta/m$. The heat leaving one face is $jV/2$, so

$$hu_s=\frac{jV}{2}=\frac{\sigma_0U^2}{2d}\,\beta\tan\beta
=\frac{4\kappa}{ad}\,\beta\tan\beta
\quad\Longrightarrow\quad
au_s=\frac{2\beta\tan\beta}{B}.$$

At the face, $e^{-au_s}=m^2+V^2/U^2=m^2(1+\tan^2\beta)=m^2/\cos^2\beta$. Thus $m=e^{-au_s/2}\cos\beta$, and

$$V=U\sin\beta\,\exp\!\left(-\frac{\beta\tan\beta}{B}\right),
\qquad au_m=au_s-2\ln\cos\beta .$$

## The breakdown voltage and its exponent

The breakdown voltage $V_b$ is the maximum over $\beta$ at fixed $B$. Setting the derivative of $\ln V$ to zero gives

$$\cot\beta=\frac{\tan\beta+\beta\sec^2\beta}{B}
\quad\Longrightarrow\quad
B=\tan\beta\,(\tan\beta+\beta\sec^2\beta).$$

The last expression rises steadily from zero to infinity, so there is one maximum for each $B$.

To find the local exponent $n=d\ln V_b/d\ln d$, note that $U$ does not depend on $d$, while $B$ is proportional to it. At the maximum, the shift of $\beta$ contributes nothing to first order. What remains is the explicit dependence on $B$:

$$n=\frac{\beta\tan\beta}{B}=\frac{\beta}{\tan\beta+\beta\sec^2\beta},
\qquad
\frac1n=\frac{\tan\beta}{\beta}+\sec^2\beta .$$

Both terms of $1/n$ start at 1 and increase with $\beta$. In this model $n$ is therefore below $1/2$ at every finite thickness, and falls towards zero as the slab thickens.

**Surface-limited cooling, $B\ll1$.** Here $B\approx2\beta^2$, so $V_b\approx U\sqrt{B/2}\,e^{-1/2}$. Since $U^2B/2=2hd/(a\sigma_0)$, this is $V_s$, the square-root law of the uniform slab.

**Conduction-limited cooling, $B\gg1$.** Here $\beta$ approaches $\pi/2$ and $V_b$ approaches the ceiling $U$. With $\delta=\pi/2-\beta$, the leading terms are $B\approx\pi/(2\delta^3)$ and $n\approx\delta^2$. Expanding the sine and the exponential then gives

$$V_b\approx U\left[1-\frac32\left(\frac{\pi}{2B}\right)^{2/3}\right].$$

The approach to the ceiling is slow. This leading term is accurate only for very large $B$: at $B=20$ it gives $V_b/U=0.725$, while the full maximum gives 0.803, and at $B=100$ the values are 0.906 and 0.920.

The surface law $V_s$ and the ceiling $U$ are both upper bounds on $V_b$. $V_b<U$ is evident from the formula for $V$. For the other, put $y=2\beta\tan\beta/B$; then

$$\frac{V^2}{U^2}=\sin^2\beta\,e^{-y}
=\frac B2\,y e^{-y}\,\frac{\sin\beta\cos\beta}{\beta}
<\frac{B}{2}e^{-1}=\frac{V_s^2}{U^2},$$

because $ye^{-y}\le e^{-1}$ and $\sin\beta\cos\beta<\beta$.

## How large the effect is

Consider a model of a rather leaky insulator, with round parameters. Numbers are in eV and angstrom, still with $e=\hbar=k_B=1$, so a voltage is quoted as the energy $eV$. The surroundings have $k_BT=0.03$ eV and the activation energy is 0.9 eV, which gives $a=0.9/0.03^2=1000$ eV$^{-1}$. The other inputs are $\kappa=10^{-3}$ eV/Å, $h=5\times10^{-11}$ eV/Å$^2$ and $\sigma_0=10^{-14}$ Å$^{-1}$. The ceiling is

$$eU=\sqrt{\frac{8\times10^{-3}}{10^3\times10^{-14}}}\ \text{eV}
\approx 28\,300\ \text{eV}\quad(1039\ \text{hartree}).$$

For $d=4\times10^7$ Å,

$$B=\frac{5\times10^{-11}\times4\times10^7}{2\times10^{-3}}=1,$$

and the maximum lies at $\beta=0.5858$. The exponent is $n=0.389$. Since $\beta\tan\beta/B=n$ at breakdown,

$$eV_b=28\,284\times\sin(0.5858)\times e^{-0.3887}\ \text{eV}
\approx10\,600\ \text{eV}.$$

The surface law alone would give 12 100 eV. The effect of doubling the thickness depends on the starting point:

- From $4\times10^6$ to $8\times10^6$ Å, $eV_b$ rises from 3770 to 5260 eV, a factor 1.39.
- From $4\times10^7$ to $8\times10^7$ Å, it rises from 10 600 to 13 600 eV, a factor 1.28.
- From $4\times10^8$ to $8\times10^8$ Å, it rises from 20 400 to 22 700 eV, a factor 1.11.

Over the whole range the thickness grows 200 times and the voltage about 6 times, so the mean field at breakdown falls by a factor of about 33.

The temperatures show the change of bottleneck. In the thinnest slab at breakdown, the face is 0.00097 eV above the surroundings and the midplane 0.00102 eV: nearly all the rise is at the surface. In the thickest, the values are 0.000255 and 0.00203 eV: most of the rise is inside.

The two causes can also be separated. With $\kappa$ made 10 000 times larger, doubling $d$ from $4\times10^7$ Å multiplies $V_b$ by 1.414. With $h$ made 10 000 times larger instead, the factor is 1.002. The numerical output also follows the time-dependent heating of a cold slab for three thicknesses: each settles at $0.98V_b$ and runs away at $1.02V_b$.

## What to do about it

Write $V_b=U\,F(B)$, where $F$ is the maximised function of $B$ found above. Since $U\propto(\kappa/\sigma_0)^{1/2}$ and $B\propto hd/\kappa$, the sensitivities follow at once:

$$\frac{\partial\ln V_b}{\partial\ln h}=n,\qquad
\frac{\partial\ln V_b}{\partial\ln\kappa}=\frac12-n,\qquad
\frac{\partial\ln V_b}{\partial\ln\sigma_0}=-\frac12 .$$

**Estimate $B$ first.** If it is small, better face cooling pays, and it gives the same gain as an equal relative increase of thickness. If it is large, neither helps much, and a higher $\kappa$ is more useful. The sensitivities to $h$ and to $\kappa$ are equal at $n=1/4$, which occurs near $B=4.6$.

**Reduce the conductivity.** This works in both regimes. A fourfold reduction of $\sigma_0$ doubles $V_b$ at any thickness, with $a$ unchanged. Cooler surroundings also lower $\sigma_0$. For an Arrhenius law $a$ rises at the same time, which offsets a small part of the gain when the activation energy is much larger than $k_BT$.

**Divide a thick layer.** Two slabs of thickness $d/2$ in series, each cooled on both faces, can hold $2V_b(d/2)$. For a total of $8\times10^8$ Å this is $2\times20\,432\approx40\,900$ eV, against 22 700 eV for one slab. Identical slabs share the voltage equally. A small temperature difference between them dies out, because at their common current the hotter slab receives less heat, $j^2/\sigma$. The gain requires a cooling channel that holds the inner faces to the same $h$ and ambient temperature.

## Where the result stops

Breakdown may instead occur at a critical field $F_c$, taken here as independent of thickness and temperature. While $B$ is small the field is nearly uniform, and the slab fails at about the lower of $F_cd$ and $V_b$. In thicker slabs the field is strongest at the cooler, less conducting faces. There it exceeds the mean field by the factor $\beta/(\sin\beta\cos\beta)$, which at $V_b$ is 1.27 for $B=1$ and 3.06 for $B=20$. The faces can then reach $F_c$ at a voltage below both $F_cd$ and $V_b$. The face field at $V_b$ still falls with thickness, because $V_b/d$ drops faster than this factor grows: in the example it is $3.4\times10^{-4}$ eV/Å at $B=1$ and $8.7\times10^{-5}$ eV/Å at $B=20$. With a constant $F_c$, thin layers therefore follow the proportional law and thicker ones the thermal law. Equating $F_cd$ with $V_s$ puts the change near

$$d_c=\frac{2h}{a\sigma_0F_c^2}\,e^{-1},$$

provided that $B$ is small there. Proportional growth in thin layers is thus compatible with thermal breakdown in thick ones.

Whether the thermal law matters depends on conductivity, thickness and cooling together. In SI units the example has $\sigma_0=2.4\times10^{-8}$ S/m at 348 K, and its 4 mm slab ($4\times10^7$ Å) breaks down at a mean field of 2.7 MV/m. With $\sigma_0=10^{-12}$ S/m and all else equal, the formula would give about 410 MV/m, and another breakdown mechanism would be expected first. The gains given above for better cooling, lower conductivity and a divided layer hold in full only while thermal breakdown sets the limit.

The exponential conductivity is an approximation to the Arrhenius law near ambient temperature. Using the Arrhenius law itself raises the breakdown voltages of the example by about 2 %. With ideally cooled faces it also changes the meaning of the ceiling. Arrhenius conductivity levels off at very high temperature, so the integral for $V^2$ has no strict upper bound. It has a long plateau instead: raising the midplane from 1.5 to 2.0 times the ambient temperature moves the voltage only from 29 316 to 29 318 eV. The ceiling is then a practical one, since a tiny increase in voltage demands a very large increase in temperature.

Lateral uniformity is the other main restriction. A weak spot with higher local conductivity, or a current that contracts into a channel, needs a calculation that includes sideways heat flow. Field-dependent conductivity, and injected or trapped charge that alters the conduction, also lie outside these formulas.

## Computed values

```
ambient k_B T: 0.030 eV
activation energy: 0.90 eV
temperature coefficient a: 1000.0 1/eV
thermal conductivity kappa: 1.00e-03 eV/angstrom
face cooling coefficient h: 5.00e-11 eV/angstrom^2
ambient conductivity sigma0: 1.00e-14 1/angstrom
conduction ceiling e*U: 28284.3 eV = 1039.4 hartree
Breakdown: d [angstrom], B [1], beta [rad], e*V_b [eV], n [1]
  4.0e+06  0.10  0.2183  3774.2  0.4842
  8.0e+06  0.20  0.3018  5255.7  0.4698
  4.0e+07  1.00  0.5858  10601.5  0.3887
  8.0e+07  2.00  0.7324  13606.1  0.3293
  4.0e+08  10.00  1.0431  20432.3  0.1789
  8.0e+08  20.00  1.1474  22704.3  0.1273
Surface-only e*V_s [eV], mean field e*V_b/d [eV/angstrom],
face rise [eV], midplane rise [eV], for each d [angstrom]
  4.0e+06  3836.0  9.436e-04  0.000968  0.001016
  8.0e+06  5425.0  6.570e-04  0.000940  0.001032
  4.0e+07  12130.6  2.650e-04  0.000777  0.001142
  8.0e+07  17155.3  1.701e-04  0.000659  0.001251
  4.0e+08  38360.4  5.108e-05  0.000358  0.001730
  8.0e+08  54249.8  2.838e-05  0.000255  0.002033
Voltage factor [1] when d [angstrom] is doubled
  4.0e+06 to 8.0e+06: 1.3925
  4.0e+07 to 8.0e+07: 1.2834
  4.0e+08 to 8.0e+08: 1.1112
doubling factor, kappa times 10000: 1.4142 (no unit)
doubling factor, h times 10000: 1.0016 (no unit)
Cold start: d [angstrom], midplane rise at 0.98 V_b [eV], outcomes
  4.0e+06  0.000754  0.98 V_b: settles; 1.02 V_b: runs away
  4.0e+07  0.000848  0.98 V_b: settles; 1.02 V_b: runs away
  8.0e+08  0.001502  0.98 V_b: settles; 1.02 V_b: runs away
Arrhenius: d [angstrom], e*V_b [eV], excess over exponential [%]
  4.0e+06  3839.9  1.74
  8.0e+06  5347.3  1.74
  4.0e+07  10788.4  1.76
  8.0e+07  13851.3  1.80
  4.0e+08  20855.4  2.07
  8.0e+08  23218.8  2.27
Arrhenius, ideal faces, midplane at 1.5 ambient: 29316.1 eV
Arrhenius, ideal faces, midplane at 2.0 ambient: 29317.7 eV
largest relative error of closed V_b: 1.0e-10 (no unit)
largest error of exponent n: 1.8e-05 (no unit)
```
